# The WKB exponent of a trapezoidal tunnel barrier: test program

```python
"""WKB exponent of a trapezoidal tunnel barrier.

Result under test: transmission ~ exp(-G), with
  G = (4 sqrt(2 m) d / 3 hbar) (p1^(3/2) - p2^(3/2)) / (p1 - p2),
p1, p2 = barrier height above the electron energy at the near and far edge,
d = thickness, m = tunnelling mass. If p2 < 0, p2^(3/2) is replaced by 0.
Limits: rectangle for p1 = p2, Fowler-Nordheim for p2 <= 0 < p1.
Energies in eV, lengths in nm, masses in free-electron masses.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import digamma

# 2 m0 / hbar^2 in 1/(eV nm^2)
C0 = 2 * const.m_e * const.e / const.hbar**2 * 1e-18

# Round model parameters, rough regime of a thin hafnia capacitor
height = 2.0             # eV
mass = 0.2               # free-electron masses
thickness = 5.0          # nm
electrode_fermi = 5.0    # eV above the electrode band bottom
optical_eps = 4.0        # for the image force
static_eps = 30.0        # for the film field
gap = 5.7                # eV
temperature = 358.0      # K
polarisation = 0.15      # C/m^2
screening = 0.05         # nm, each electrode
breakdown = 5.0          # MV/cm


def exponent(p1, p2, d):
    """Closed form, written without a 0/0 at p1 = p2; needs p1 > 0."""
    scale = 4 * np.sqrt(C0 * mass) * d / 3
    if p2 < 0:
        return scale * p1**1.5 / (p1 - p2)
    a, b = np.sqrt(p1), np.sqrt(p2)
    return scale * (a * a + a * b + b * b) / (a + b)


def action(profile, d, points=400000):
    """Definition: 2 * integral of kappa over the forbidden region."""
    x = (np.arange(points) + 0.5) * d / points
    root = np.sqrt(np.maximum(profile(x), 0.0))
    return 2 * np.sqrt(C0 * mass) * d * np.mean(root)


def line(p1, p2, d):
    return lambda x: p1 - (p1 - p2) * x / d


def solved_transmission(p1, p2, d):
    """Schroedinger equation integrated from the collector to the emitter.
    Continuous quantities: psi and psi'/mass; electrode mass is 1."""
    v_in = np.sqrt(electrode_fermi)
    v_out = np.sqrt(electrode_fermi + p1 - p2)
    profile = line(p1, p2, d)

    def rhs(x, y):
        return np.array([mass * y[1], C0 * profile(x) * y[0]])

    start = np.array([1.0, 1j * np.sqrt(C0) * v_out], dtype=complex)
    sol = solve_ivp(rhs, (d, 0.0), start, method="DOP853",
                    rtol=1e-9, atol=1e-9)
    assert sol.success
    psi, flux = sol.y[:, -1]
    incoming = 0.5 * (psi + flux / (1j * np.sqrt(C0) * v_in))
    return v_out / v_in / abs(incoming)**2


# Closed form against the defining integral, all regimes and both tilts
for p1, p2, d in [(2, 2, 5), (2, 1, 5), (1, 2.5, 3), (3, 0.1, 4),
                  (2, 0, 5), (2, -0.5, 5), (1.3, -2, 7)]:
    direct = action(line(p1, p2, d), d)
    assert abs(exponent(p1, p2, d) / direct - 1) < 1e-6

# Small-tilt expansions against the integral; tolerances exceed next terms
rectangle = 2 * np.sqrt(C0 * mass * height) * thickness
s = 0.02
tilted = action(line(height, height * (1 - s), thickness), thickness)
assert abs(tilted / rectangle - (1 - s / 4 - s**2 / 24)) < 2e-7
s = 0.1
tilted = action(line(height * (1 + s / 2), height * (1 - s / 2), thickness),
                thickness)
assert abs(tilted / rectangle - (1 - s**2 / 96)) < 1e-7

# Value and slope join at the Fowler-Nordheim onset
h = 1e-4


def action_at(v):
    return action(line(height, height - v, thickness), thickness)


onset = action_at(height)
slope_below = (onset - action_at(height - h)) / h
slope_above = (action_at(height + h) - onset) / h
# The lower slope approaches its limit only as sqrt(h)
assert abs(slope_below / slope_above - 1) < 0.02
assert abs(onset / rectangle - 2 / 3) < 1e-6
# Curvature diverges from below; u = 1 - voltage / onset voltage
u = sp.symbols("u", positive=True)
below = (1 - u**sp.Rational(3, 2)) / (1 - u)
assert sp.limit(sp.diff(below, u, 2), u, 0, "+") == -sp.oo

# Growth of -ln T with thickness, from the solved Schroedinger equation.
# The bounded or slowly varying prefactor sets the 2 % tolerance.
for p2 in (2.0, 1.0, 0.0, -0.5):
    growth = np.log(solved_transmission(height, p2, 10.0)
                    / solved_transmission(height, p2, 40.0))
    predicted = exponent(height, p2, 40.0) - exponent(height, p2, 10.0)
    assert abs(growth / predicted - 1) < 0.02

# Worked example
print("INPUTS (round, rough hafnia-capacitor regime)")
print(f"barrier height: {height:.1f} eV")
print(f"tunnelling mass: {mass:.1f} m0")
print(f"thickness: {thickness:.1f} nm")
print(f"electrode Fermi energy: {electrode_fermi:.1f} eV")
kappa = np.sqrt(C0 * mass * height)
print(f"kappa at full height: {kappa:.4f} 1/nm")
print(f"rectangular G: {rectangle:.3f}")
print(f"onset voltage: {height:.2f} V")
print(f"onset field: {10 * height / thickness:.2f} MV/cm")
for v in (0.0, 1.0, 2.0, 2.5):
    p2 = height - v
    g = exponent(height, p2, thickness)
    exit_point = thickness if p2 >= 0 else height * thickness / v
    ratio = solved_transmission(height, p2, thickness) * np.exp(g)
    field = 10 * v / thickness
    print(f"AT {v:.1f} V: field {field:.1f} MV/cm, far edge {p2:.1f} eV")
    print(f"  exit point {exit_point:.2f} nm, G = {g:.3f}")
    print(f"  log10 exp(-G) = {-g / np.log(10):.2f}")
    print(f"  solved T / exp(-G) = {ratio:.2f}")
    print(f"  field / rough breakdown field = {field / breakdown:.2f}")

bias = 1.0
far = height - bias
g1 = exponent(height, far, thickness)
mean_g = 2 * np.sqrt(C0 * mass * (height + far) / 2) * thickness
fn_g = 4 * np.sqrt(C0 * mass) * height**1.5 * thickness / (3 * bias)
mean_onset = 2 * np.sqrt(C0 * mass * height / 2) * thickness
assert fn_g > g1 and mean_g > g1
print("ESTIMATES")
print(f"mean-barrier G at 1 V: {mean_g:.3f}")
print(f"mean-barrier excess at onset: {100 * (mean_onset / onset - 1):.2f} %")
print(f"Fowler-Nordheim form misused at 1 V: G = {fn_g:.3f}")

# Image energy between two metal plates: closed form against image charges
image_scale = const.e / (8 * np.pi * const.epsilon_0 * optical_eps
                         * thickness * 1e-9)


def image_lowering(x):
    z = x / thickness
    return image_scale * (-np.euler_gamma
                          - 0.5 * (digamma(z) + digamma(1 - z)))


z = 0.2
n = np.arange(1, 20001)
opposite = 1 / (2 * z) + np.sum(1 / (2 * n - 2 * z) + 1 / (2 * n + 2 * z))
like = np.sum(1 / n)
assert abs(image_scale * (opposite - like)
           / image_lowering(z * thickness) - 1) < 1e-6

trapezoid = line(height, far, thickness)
g_image = action(lambda x: trapezoid(x) - image_lowering(x), thickness)
g_band = action(lambda x: trapezoid(x) * (1 - trapezoid(x) / gap), thickness)
assert g_image < g1 and g_band < g1
print("NEGLECTED EFFECTS AT 1 V")
print(f"image force (optical eps {optical_eps:.0f}): G = {g_image:.3f}")
print(f"  mid-film lowering: {image_lowering(thickness / 2):.3f} eV")
print(f"  exp(-G) grows by factor {np.exp(g1 - g_image):.2f}")
print(f"two-band dispersion (gap {gap:.1f} eV): G = {g_band:.3f}")
print(f"  exp(-G) grows by factor {np.exp(g1 - g_band):.1f}")

# Thermal spread: net supply of electrons, hot against zero temperature
kt = const.k * temperature / const.e
energy = np.linspace(-electrode_fermi, height - 1e-6, 20001)


def thermal_factor(v):
    weight = np.exp([-exponent(height - e, height - v - e, thickness)
                     for e in energy])

    def hot(e):
        return kt * np.logaddexp(0, -e / kt)

    def cold(e):
        return np.maximum(-e, 0)

    return (np.sum(weight * (hot(energy) - hot(energy + v)))
            / np.sum(weight * (cold(energy) - cold(energy + v))))


step = 1e-4
decay = (exponent(height + step, far + step, thickness)
         - exponent(height - step, far - step, thickness)) / (2 * step)
angle = np.pi * decay * kt
heat = thermal_factor(bias)
# Linearised exponent; its neglected curvature sets the tolerance
assert abs(heat / (angle / np.sin(angle)) - 1) < 0.05
assert height / kt > g1
print(f"temperature {temperature:.0f} K: current factor {heat:.3f}")
print(f"  same at 2 V: {thermal_factor(2.0):.3f}")
print(f"  over-barrier exponent, height/kT: {height / kt:.1f}")

# Polarisation: unknowns are electrode charge density and film field (SI)
print(f"polarisation {100 * polarisation:.0f} uC/cm2, film eps "
      f"{static_eps:.0f}, screening {screening:.2f} nm:")
for sign, name in ((1, "along field"), (-1, "against field")):
    matrix = np.array([[1.0, -const.epsilon_0 * static_eps],
                       [2 * screening * 1e-9 / const.epsilon_0,
                        thickness * 1e-9]])
    charge, field = np.linalg.solve(matrix, [sign * polarisation, bias])
    near_edge = height - charge * screening * 1e-9 / const.epsilon_0
    far_edge = near_edge - field * thickness * 1e-9
    assert abs((near_edge + far_edge) / 2 - (height - bias / 2)) < 1e-9
    assert min(near_edge, far_edge) > 0
    g_pol = exponent(near_edge, far_edge, thickness)
    print(f"  {name}: edges {near_edge:.3f}, {far_edge:.3f} eV, "
          f"G = {g_pol:.3f}")

# Trap halfway: two successive steps at the same energy
middle = (height + far) / 2
first = exponent(height, middle, thickness / 2)
second = exponent(middle, far, thickness / 2)
assert abs(first + second - g1) < 1e-9
print(f"trap halfway: step exponents {first:.3f} and {second:.3f}")
print("OK")
```

It prints:

```
INPUTS (round, rough hafnia-capacitor regime)
barrier height: 2.0 eV
tunnelling mass: 0.2 m0
thickness: 5.0 nm
electrode Fermi energy: 5.0 eV
kappa at full height: 3.2402 1/nm
rectangular G: 32.402
onset voltage: 2.00 V
onset field: 4.00 MV/cm
AT 0.0 V: field 0.0 MV/cm, far edge 2.0 eV
  exit point 5.00 nm, G = 32.402
  log10 exp(-G) = -14.07
  solved T / exp(-G) = 3.56
  field / rough breakdown field = 0.00
AT 1.0 V: field 2.0 MV/cm, far edge 1.0 eV
  exit point 5.00 nm, G = 27.928
  log10 exp(-G) = -12.13
  solved T / exp(-G) = 3.76
  field / rough breakdown field = 0.40
AT 2.0 V: field 4.0 MV/cm, far edge 0.0 eV
  exit point 5.00 nm, G = 21.601
  log10 exp(-G) = -9.38
  solved T / exp(-G) = 2.03
  field / rough breakdown field = 0.80
AT 2.5 V: field 5.0 MV/cm, far edge -0.5 eV
  exit point 4.00 nm, G = 17.281
  log10 exp(-G) = -7.51
  solved T / exp(-G) = 1.15
  field / rough breakdown field = 1.00
ESTIMATES
mean-barrier G at 1 V: 28.061
mean-barrier excess at onset: 6.07 %
Fowler-Nordheim form misused at 1 V: G = 43.202
NEGLECTED EFFECTS AT 1 V
image force (optical eps 4): G = 25.806
  mid-film lowering: 0.050 eV
  exp(-G) grows by factor 8.35
two-band dispersion (gap 5.7 eV): G = 23.879
  exp(-G) grows by factor 57.4
temperature 358 K: current factor 1.141
  same at 2 V: 1.367
  over-barrier exponent, height/kT: 64.8
polarisation 15 uC/cm2, film eps 30, screening 0.05 nm:
  along field: edges 1.283, 1.717 eV, G = 28.036
  against field: edges 2.342, 0.658 eV, G = 27.668
trap halfway: step exponents 15.142 and 12.786
OK
```
